\section*{Core spin-orbit splittings: leading law, first correction, screened charges and intensities}

\section{A 2p electron in a bare Coulomb field}

Take one electron in the 2p orbital of a nucleus of charge $Z$. Formulas are in Hartree atomic units, so $c=1/\alpha$, and $V(r)$ is the potential energy. The spin-orbit operator, derived in the next section, is
\begin{equation}
H_{\rm so}=\frac{\alpha^2}{2}\,\frac1r\frac{dV}{dr}\,\mathbf L\cdot\mathbf S .
\label{so}
\end{equation}
For $V=-Z/r$ the radial factor is $Z/r^3$. The normalized radial function $P$ is proportional to $r^2e^{-Zr/2}$, so
\begin{equation}
\langle r^{-3}\rangle=\frac{\int_0^\infty r\,e^{-Zr}dr}{\int_0^\infty r^4e^{-Zr}dr}
=\frac{1/Z^2}{24/Z^5}=\frac{Z^3}{24}.
\end{equation}
From $2\mathbf L\cdot\mathbf S=\mathbf J^2-\mathbf L^2-\mathbf S^2$,
\begin{equation}
\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right]=
\begin{cases} l/2, & j=l+\frac12,\\ -(l+1)/2, & j=l-\frac12.\end{cases}
\label{ls}
\end{equation}
For $l=1$ these values are $1/2$ and $-1$, which differ by $3/2$. The splitting is
\begin{equation}
\Delta=\frac{\alpha^2}{2}\cdot Z\cdot\frac{Z^3}{24}\cdot\frac32=\frac{\alpha^2Z^4}{32}.
\end{equation}
One power of $Z$ comes from the force and three from the density near the nucleus. In an atom, screening changes these two factors differently. The level $j=l-\frac12$ lies lower, so its binding energy is larger.

\section{The leading term in any central potential}

Let $E$ be the energy without the rest energy, and $P,Q$ the large and small radial functions. The Dirac equations are
\begin{align}
VP+c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)Q&=EP,\label{d1}\\
c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P+(V-2c^2)Q&=EQ,\label{d2}
\end{align}
with $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$. Equation \eqref{d2} gives
\begin{equation}
Q=\frac{c\,(P'+\kappa P/r)}{2c^2+E-V}
=\frac{1}{2c}(1+w+\cdots)\left(P'+\frac{\kappa}{r}P\right),\qquad
w=\frac{\alpha^2}{2}(V-E).
\end{equation}
Insert this in \eqref{d1}. The derivative also acts on $w$:
\begin{equation}
\frac{1+w}{2}\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)\left(P'+\frac{\kappa}{r}P\right)
-\frac{w'}2\left(P'+\frac{\kappa}{r}P\right)+VP=EP .
\label{elim}
\end{equation}
The product of the two first-order operators is
\begin{equation}
-P''-\frac{\kappa}{r}P'+\frac{\kappa}{r^2}P+\frac{\kappa}{r}P'+\frac{\kappa^2}{r^2}P
=-P''+\frac{\kappa(\kappa+1)}{r^2}P .
\end{equation}
Both values of $\kappa$ give $\kappa(\kappa+1)=l(l+1)$. At order $\alpha^2$, the term in \eqref{elim} that distinguishes the levels is therefore
\begin{equation}
-\frac{w'\kappa}{2r}=-\frac{\alpha^2\kappa}{4r}\frac{dV}{dr}.
\end{equation}
By \eqref{ls}, $-\kappa=1+2\mathbf L\cdot\mathbf S$. The spin-dependent part is \eqref{so}; the remaining part is common to both levels.

To obtain the energy shift, multiply \eqref{elim} by the nonrelativistic radial function $P_0$ and integrate. At leading order $P$ may be replaced by $P_0$ and the energy in $w$ by its nonrelativistic value. The common terms cancel in the difference:
\begin{equation}
\Delta_1=\frac{\alpha^2}{4}\left[(l+1)+l\right]\left\langle\frac1r\frac{dV}{dr}\right\rangle
=\frac{\alpha^2}{2}\left(l+\frac12\right)\left\langle\frac1r\frac{dV}{dr}\right\rangle .
\label{first}
\end{equation}

The expansion of the denominator fails very close to a point nucleus, where $|V|$ exceeds $2c^2$. For $l\ge1$, however, $P_0\sim r^{l+1}$, and the integrand in \eqref{first} behaves as $r^{2l-1}$, so the region contributes little when $Z\alpha$ is small.

\section{The Coulomb field with its first correction}

The levels 2p and 4f have $n=l+1$. Their Coulomb radial functions are proportional to $r^ne^{-Zr/n}$, hence
\begin{align}
\langle r^{-3}\rangle&=\frac{(2n-3)!}{(2n)!}\left(\frac{2Z}{n}\right)^3
=\frac{8Z^3}{n^3\,2n(2n-1)(2n-2)}\nonumber\\
&=\frac{Z^3}{n^3l(l+\frac12)(l+1)} .
\label{r3}
\end{align}
The last step uses $2n(2n-1)(2n-2)=8(l+1)(l+\frac12)l$. With $dV/dr=Z/r^2$, equation \eqref{first} becomes
\begin{equation}
\Delta_1=\frac{\alpha^2Z^4}{2n^3l(l+1)} .
\label{z4}
\end{equation}

The next term follows from the Dirac--Coulomb energies. Put $\zeta=Z\alpha$, $W=E+c^2$ and $u=(P,Q)^T$. Equations \eqref{d1} and \eqref{d2} read $u'=(A/r+B)u$, where
\begin{equation}
A=\begin{pmatrix}-\kappa&\zeta\\-\zeta&\kappa\end{pmatrix},\qquad
B=\begin{pmatrix}0&c+W/c\\c-W/c&0\end{pmatrix}.
\end{equation}
Multiplication gives $A^2=\gamma^2$, $B^2=\lambda^2$ and $AB+BA=-2\zeta W/c$, each times the unit matrix, with $\gamma^2=\kappa^2-\zeta^2$ and $\lambda^2=c^2-W^2/c^2$. Differentiating once more,
\begin{equation}
u''=-\frac{A}{r^2}u+\left(\frac Ar+B\right)^2u
=\left[\frac{\gamma^2-A}{r^2}-\frac{2\zeta W}{cr}+\lambda^2\right]u .
\end{equation}
The constant matrix $A$ has eigenvalues $\pm\gamma$. Each eigencomponent $v$ obeys a hydrogen-like equation with centrifugal coefficient $s(s+1)$, where $s=\gamma-1$ or $s=\gamma$, and charge $Z'=\zeta W/c$. Substituting $v=r^{s+1}e^{-\lambda r}\sum_ma_mr^m$ gives
\begin{equation}
(m+1)(m+2s+2)a_{m+1}=2[\lambda(m+s+1)-Z']a_m .
\end{equation}
A series that does not terminate grows as $e^{2\lambda r}$ and cannot be normalized. Termination requires $\lambda N=Z'$ with $N=n_r+\gamma$ and $n_r$ a nonnegative integer. Squaring this condition,
\begin{equation}
c^2-\frac{W^2}{c^2}=\frac{\zeta^2W^2}{c^2N^2}
\quad\Longrightarrow\quad
E=c^2\left[\left(1+\frac{\zeta^2}{N^2}\right)^{-1/2}-1\right].
\end{equation}
Let $k=|\kappa|$. The limit $\alpha\to0$ must give $E=-Z^2/(2n^2)$, which fixes $n_r=n-k$.

Now write $N=n-\delta$, with $\delta=k-\gamma=\zeta^2/(2k)+\zeta^4/(8k^3)+\cdots$. Then
\begin{align}
\frac{1}{N^2}&=\frac1{n^2}\left[1+\frac{\zeta^2}{nk}+\frac{\zeta^4}{4nk^3}+\frac{3\zeta^4}{4n^2k^2}+\cdots\right],\\
\frac{E}{c^2}&=-\frac{\zeta^2}{2N^2}+\frac{3\zeta^4}{8N^4}-\frac{5\zeta^6}{16N^6}+\cdots .
\end{align}
With $1/N^4=n^{-4}[1+2\zeta^2/(nk)+\cdots]$, the $k$-dependent part of $E/c^2$ is
\begin{equation}
-\frac{\zeta^4}{2n^3k}+\zeta^6\left(-\frac1{8n^3k^3}-\frac3{8n^4k^2}+\frac3{4n^5k}\right)+\cdots .
\end{equation}
Subtract the value at $k=l$ from that at $k=l+1$. With $a=1/l$ and $b=1/(l+1)$, the leading difference is $\zeta^4(a-b)/(2n^3)$. Since $a-b=1/[l(l+1)]$, this reproduces \eqref{z4}. Dividing the next term by it gives
\begin{align}
\Delta&=\frac{\alpha^2Z^4}{2n^3l(l+1)}\left[1+C_{nl}(Z\alpha)^2+O((Z\alpha)^4)\right],\\
C_{nl}&=\frac{a^2+ab+b^2}{4}+\frac{3(a+b)}{4n}-\frac{3}{2n^2}.
\label{corr}
\end{align}
For 2p, $C=7/16+9/16-3/8=5/8$. For 4f, $C=37/576+63/576-54/576=23/288$. The correction is positive in both cases, and its coefficient is much smaller for 4f.

\section{What a screened charge means}

In an atom, define a force charge $Z_f(r)=r^2dV/dr$. Its average over the region that matters is
\begin{equation}
Z_F=\frac{\langle Z_f(r)r^{-3}\rangle}{\langle r^{-3}\rangle}.
\end{equation}
Define a density charge $Z_D$ by inserting the actual $\langle r^{-3}\rangle$ in \eqref{r3}. Then \eqref{first} becomes
\begin{equation}
\Delta_1=\frac{\alpha^2}{2}\left(l+\frac12\right)\frac{Z_FZ_D^3}{n^3l(l+\frac12)(l+1)}
=\frac{\alpha^2Z_{\rm so}^4}{2n^3l(l+1)},\qquad Z_{\rm so}^4=Z_FZ_D^3 .
\label{zso}
\end{equation}

By Gauss's law, a spherical shell of charge exerts no electrostatic force inside itself. The weight $r^{-3}$ favours small radii, where most electrons of higher $n$ are still outside. This suggests the counting rule
\begin{equation}
Z_{\rm so}\approx Z-N_{\rm inner}-\tfrac15N_{\rm same},
\label{rule}
\end{equation}
where $N_{\rm inner}$ counts electrons of lower $n$ and $N_{\rm same}$ the other electrons of the same $n$. The fraction $1/5$ is an adopted round value, not a derived constant. It has to represent both the weaker force and the altered orbital density.

\section{Copper 2p and gold 4f}

Copper has 2 electrons below the $n=2$ shell and 7 others in it. Gold has 28 below $n=4$ and 31 others in it. At unit charge, \eqref{z4} gives $4.5283\times10^{-5}$ eV for 2p and $9.4339\times10^{-7}$ eV for 4f. Therefore
\begin{align}
\text{Cu 2p:}\quad Z_{\rm so}&=29-2-\tfrac75=25.6,\nonumber\\
\Delta&=4.5283\times10^{-5}\times25.6^4\ {\rm eV}=19.45\ {\rm eV},\\
\text{Au 4f:}\quad Z_{\rm so}&=79-28-\tfrac{31}{5}=44.8,\nonumber\\
\Delta&=9.4339\times10^{-7}\times44.8^4\ {\rm eV}=3.80\ {\rm eV}.
\end{align}

For comparison, the neutral atoms were solved with the spherical Dirac equation, a point nucleus and self-consistent local-density exchange, without correlation or magnetic interactions between electrons. The configurations end in $3d^{10}4s^1$ and $4f^{14}5d^{10}6s^1$. Differences of orbital energies are 20.4 eV for Cu 2p and 3.81 eV for Au 4f. They are not exactly differences of ionization energies. Removing an electron also removes its interaction with itself, which the local-density potential contains only imperfectly cancelled, and it lets the other electrons relax. Reading the orbital differences as ionization differences neglects any difference in these contributions between the two levels. In the same model, taking each orbital energy with half an electron removed from that level gives 21.1 eV for Cu and 3.93 eV for Au, about 3\% larger. Agreement with the orbital differences to better than a few percent therefore does not carry over to ionization energies.

The first-order integral resolves the charges:
\begin{center}
\begin{tabular}{lcccc}
level & $Z_F$ & $Z_D$ & $Z_{\rm so}$ & $\Delta_1$ (eV)\\
Cu 2p & 27.22 & 25.22 & 25.70 & 19.77\\
Au 4f & 51.48 & 42.16 & 44.32 & 3.64
\end{tabular}
\end{center}
In both atoms the density is screened more strongly than the force. With the same $r^{-3}$ weight, the fraction of an average electron enclosed in Au is 0.80 for lower $n$, 0.18 for the same $n$ and 0.02 for higher $n$. In Cu the fractions are 0.625, 0.096 and 0.005. The ordering supports the argument for \eqref{rule}, but the coefficients 1, $1/5$ and 0 are not literal enclosed fractions.

Slater's screening constants give charges 24.85 and 28.45. Inserted in \eqref{z4} with the true $n$, they give splittings of 17.3 eV for Cu and 0.62 eV for Au, the gold value being too small by a factor of about six. Slater's own orbital $r^{n^*}e^{-Zr/n^*}$ uses $n^*=3.7$ for the fourth shell. Then $\langle r^{-3}\rangle=(2Z/n^*)^3/[2n^*(2n^*-1)(2n^*-2)]$, and \eqref{first} gives 1.0 eV for gold, still too small by a factor of almost four. Those rules let each 4s, 4p and 4d electron screen 4f by a full unit, whereas an average $n=4$ electron is mostly outside the region that produces the splitting.

The rule needs care too. Since $\delta\Delta/\Delta\approx4\,\delta Z_{\rm so}/Z_{\rm so}$, changing the same-shell fraction by 0.05 changes the gold charge by 1.55 and its splitting by about $4\times1.55/44.8=14\%$. The close agreement for gold also involves a cancellation: the rule charge is slightly larger than the first-order charge, while \eqref{z4} omits the higher relativistic correction.

\section{The first correction inside an atom}

For a fixed atomic potential and $l\ge1$, write
\begin{equation}
\Delta(\alpha)=\alpha^2A_1+\alpha^4A_2+\cdots .
\end{equation}
The coefficient $A_2$ contains the relativistic change of the orbital and the next term of the expanded denominator. Raising $c$ fourfold replaces $\alpha^2$ by $\alpha^2/16$, so
\begin{equation}
16\,\Delta(\alpha/4)=\alpha^2A_1+\frac{\alpha^4A_2}{16}+\cdots .
\end{equation}
The excess over $\Delta_1$ should fall by a factor of 16. For copper it is $20.44-19.77=0.67$ eV at the physical $c$, which predicts 0.04 eV after the change. The calculation gives $19.811-19.77=0.04$ eV. For gold the excess of 0.17 eV predicts 0.01 eV, and the calculation gives $3.649-3.64=0.01$ eV. The numerical check asserts that the rescaled splitting agrees with $\Delta_1$ within 1\%.

Relative to $\Delta_1$, the atomic corrections are about 3\% for Cu and 5\% for Au. Inserting $Z_{\rm so}$ in the Coulomb correction gives instead
\begin{equation}
\frac58\left(\frac{25.70}{137.036}\right)^2=2.2\%,\qquad
\frac{23}{288}\left(\frac{44.32}{137.036}\right)^2=0.8\% .
\end{equation}
Thus a charge that reproduces the leading splitting does not reproduce the next term, especially for 4f. The correction depends on how the orbital responds in the whole potential. For gold, replace $P_0^2$ by the mean relativistic $P^2$ of the two 4f levels, weighted by $l+1$ and $l$. This raises the average of $(1/r)\,dV/dr$ by 5.6\% in the atomic potential, but by only 1.5\% in the Coulomb field of charge $Z_{\rm so}$. Here $P^2+Q^2$ is normalized to one. The change of the denominator lowers the average by 1.1\% and 0.7\%, respectively. The large gold value therefore comes mainly from the stronger response of the screened orbital.

\section{Growth along the periodic table}

If $Z_{\rm so}=Z-\sigma$ with fixed $\sigma$, then at leading order
\begin{equation}
\frac{d\ln\Delta}{d\ln Z}=Z\,\frac{d}{dZ}\,4\ln(Z-\sigma)=\frac{4Z}{Z-\sigma}.
\end{equation}
Screening makes the growth steeper than $Z^4$, because adding one unit of nuclear charge is a larger relative change of $Z-\sigma$ than of $Z$. The rule charges give exponents 4.53 for Cu 2p and 7.05 for Au 4f. The Dirac calculations give 4.50 from Cu to Zn and 7.58 from Au to Hg. Fixed screening accounts for most of the steep 4f growth; the calculation does not separate the causes of the remaining difference.

For Zn 2p and Hg 4f, the rule gives 22.7 and 4.15 eV, against Dirac values of 23.8 and 4.19 eV. Over these four atoms its error relative to the Dirac splitting is at most 5\%. That does not establish the same accuracy for other shells or for open cores.

\section{Why the intensities are $(l+1):l$}

Consider photoemission from a filled shell. Let $T$ be the transition operator, which acts on the orbital part alone, and let $f$ label final orbital states. Assume that these states are independent of spin, that both final spins are detected, and that the two initial levels have the same radial amplitudes. Summing over the initial $m_j$ and the final states gives
\begin{equation}
I_j=\operatorname{Tr}\left[P_j(D\otimes1)\right],\qquad
D=\sum_fT^\dagger|f\rangle\langle f|T ,
\end{equation}
where $P_j$ projects on level $j$. The eigenvalues \eqref{ls} give the projectors explicitly:
\begin{equation}
P_{l+1/2}=\frac{\mathbf L\cdot\mathbf S+(l+1)/2}{l+1/2},\qquad
P_{l-1/2}=\frac{l/2-\mathbf L\cdot\mathbf S}{l+1/2}.
\end{equation}
Each equals one on its own level and zero on the other. Every component of $\mathbf S$ has zero trace over spin, while the spin unit matrix has trace 2. Therefore
\begin{equation}
\operatorname{Tr}_{\rm spin}P_{l+1/2}=\frac{2l+2}{2l+1}\,1,\qquad
\operatorname{Tr}_{\rm spin}P_{l-1/2}=\frac{2l}{2l+1}\,1 ,
\end{equation}
and
\begin{equation}
\frac{I_{l+1/2}}{I_{l-1/2}}=\frac{(2l+2)\operatorname{Tr}D}{2l\operatorname{Tr}D}=\frac{l+1}{l}.
\end{equation}
The ratio is 2:1 for 2p and 4:3 for 4f. Under the stated assumptions it holds for any polarization and emission direction, since these enter through $D$, which cancels.

If one spin direction, say up, is detected, the trace over spin is replaced by a diagonal element. With $\langle\uparrow|\mathbf L\cdot\mathbf S|\uparrow\rangle=L_z/2$,
\begin{equation}
\frac{I^\uparrow_{l+1/2}}{I^\uparrow_{l-1/2}}
=\frac{\operatorname{Tr}[(l+1+L_z)D]}{\operatorname{Tr}[(l-L_z)D]} .
\end{equation}
This differs from $(l+1)/l$ when $\operatorname{Tr}(L_zD)\ne0$. The ratio also changes when spin-orbit coupling acts in the final state, and whenever the radial amplitudes of the two levels differ. They differ because the two levels emit electrons of different kinetic energy and because the two relativistic orbitals have different radial functions. This is not confined to threshold: with the atomic potentials above, dipole amplitudes and a spin-independent final state, a photon energy of 1487 eV gives roughly 1.9 for Cu 2p and 1.25 for Au 4f, instead of 2 and 1.33.

\section*{Computed values}
\begin{verbatim}
inverse fine-structure constant: 137.036
Hartree energy: 27.2114 eV
2p splitting at unit charge: 4.5283e-05 eV
4f splitting at unit charge: 9.4339e-07 eV
Cu 2p rule charge: 25.60
Cu 2p rule splitting: 19.45 eV
Cu 2p Dirac splitting: 20.44 eV
Cu 2p rule error: -4.9 %
Cu 2p mean inverse cube radius: 668.2 bohr^-3
Cu 2p force charge ZF: 27.22
Cu 2p density charge ZD: 25.22
Cu 2p first-order charge Zso: 25.70
Cu 2p first-order splitting: 19.77 eV
Cu 2p 16 x splitting at fourfold c: 19.811 eV
Cu 2p enclosed fraction, lower n: 0.625
Cu 2p enclosed fraction, same n: 0.096
Cu 2p enclosed fraction, higher n: 0.0052
Cu 2p Slater charge: 24.85
Cu 2p Slater splitting: 17.27 eV
Zn 2p rule charge: 26.60
Zn 2p rule splitting: 22.67 eV
Zn 2p Dirac splitting: 23.81 eV
Zn 2p rule error: -4.8 %
Au 4f rule charge: 44.80
Au 4f rule splitting: 3.80 eV
Au 4f Dirac splitting: 3.81 eV
Au 4f rule error: -0.3 %
Au 4f mean inverse cube radius: 27.9 bohr^-3
Au 4f force charge ZF: 51.48
Au 4f density charge ZD: 42.16
Au 4f first-order charge Zso: 44.32
Au 4f first-order splitting: 3.64 eV
Au 4f 16 x splitting at fourfold c: 3.649 eV
Au 4f enclosed fraction, lower n: 0.803
Au 4f enclosed fraction, same n: 0.176
Au 4f enclosed fraction, higher n: 0.0199
Au 4f Slater charge: 28.45
Au 4f Slater splitting: 0.62 eV
Hg 4f rule charge: 45.80
Hg 4f rule splitting: 4.15 eV
Hg 4f Dirac splitting: 4.19 eV
Hg 4f rule error: -1.0 %
Cu-Zn Dirac growth exponent: 4.50
Cu fixed-screening exponent: 4.53
Au-Hg Dirac growth exponent: 7.58
Au fixed-screening exponent: 7.05
p intensity ratio, upper j to lower j: 2.0000
d intensity ratio, upper j to lower j: 1.5000
f intensity ratio, upper j to lower j: 1.3333
\end{verbatim}
